# Debye Length of Dense Oxygen Vacancies and the Limits of Continuum Screening: a numerical check

```python
# Result under test: the Debye length of mobile vacancies of charge +z e,
#   lambda = sqrt(eps kT / (z^2 e^2 n)), is 0.28 nm for n = 1e20 cm^-3,
#   z = 2, relative permittivity 22, T = 300 K, but is too short to describe
#   a real screening cloud.
# Symbols: n mean vacancy density, a radius of the sphere holding one vacancy,
#   phi potential in V, Vt = kT/e in V; lengths in nm, densities in nm^-3.
# The neutralizing background is fixed and uniform unless stated otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import gamma

z = 2
n_cm3 = 1e20
n = n_cm3 * 1e-21
temperature = 300.0
eps_r = 22.0
film_nm = 3.0
gate_V = 1.0
sites_cm3 = 5.5e22          # rough oxygen-site density of hafnium oxide
eps_electronic = 4.5        # rough short-distance permittivity
hot_K = 400.0
attempt_rate = 1e13         # rough, per second
barriers_eV = (0.7, 1.0)    # rough range

Vt = const.k * temperature / const.e
e_over_eps0 = const.e / const.epsilon_0 * 1e9     # V nm
source = z * n * e_over_eps0 / eps_r              # V/nm^2


def debye_nm(T, permittivity):
    """Debye length evaluated in SI units, returned in nm."""
    top = permittivity * const.epsilon_0 * const.k * T
    return 1e9 * np.sqrt(top / (z**2 * const.e**2 * n_cm3 * 1e6))


lam = debye_nm(temperature, eps_r)
assert abs(lam - 0.28) < 0.005


def solve_poisson(r, left_value, spherical):
    """Newton solution of the nonlinear Poisson equation.

    Planar: unknown is phi. Spherical: unknown is r*phi.
    The Debye length enters only the starting guess.
    """
    h = r[1] - r[0]
    weight = r[1:-1] if spherical else np.ones(len(r) - 2)
    u = left_value * np.exp(-r / lam)
    u[-1] = 0.0
    for _ in range(300):
        boltz = np.exp(-z * u[1:-1] / (weight * Vt))
        residual = (u[2:] - 2 * u[1:-1] + u[:-2]) / h**2
        residual -= source * weight * (1 - boltz)
        bands = np.full((3, len(weight)), 1 / h**2)
        bands[1] = -2 / h**2 - source * z / Vt * boltz
        step = solve_banded((1, 1), bands, -residual)
        u[1:-1] += step
        if np.max(np.abs(step)) < 1e-8 * left_value:
            return u
    raise AssertionError("Newton iteration did not converge")


grid = np.linspace(0.0, 8.0, 4001)

# Weak potential: measured decay length against the Debye formula.
weak = solve_poisson(grid, 1e-5, False)
i1, i2 = np.searchsorted(grid, [0.2, 1.0])
decay_nm = (grid[i2] - grid[i1]) / np.log(weak[i1] / weak[i2])
assert abs(decay_nm / lam - 1) < 1e-3

# Mobile compensating electrons: slope of the charge density at phi = 0.
def curvature_source(phi):
    ions = z * np.exp(-z * phi / Vt)
    electrons = z * np.exp(phi / Vt)
    return n * e_over_eps0 / eps_r * (ions - electrons)


d = 1e-5
slope = (curvature_source(d) - curvature_source(-d)) / (2 * d)
lam_electrons = lam * np.sqrt(z**2 / (z**2 + z))
assert abs(1 / np.sqrt(-slope) / lam_electrons - 1) < 1e-5

# Particle counting, tested on random points in a periodic box.
a = (3 / (4 * np.pi * n)) ** (1 / 3)
spacing = n ** (-1 / 3)
in_sphere = (lam / a) ** 3
mean_neighbour = gamma(4 / 3) * a
rng = np.random.default_rng(7)
count = 200000
box = (count / n) ** (1 / 3)
points = rng.random((count, 3)) * box
nearest = cKDTree(points, boxsize=box).query(points, k=2)[0][:, 1]
assert abs(nearest.mean() / mean_neighbour - 1) < 0.01
# About 1800 points are counted, so sampling noise is a few per cent.
close_fraction = np.mean(nearest < lam)
assert abs(close_fraction / (1 - np.exp(-in_sphere)) - 1) < 0.15

# Coupling: direct Coulomb energy at distance a, over kT.
coulomb_J = (z * const.e)**2 / (4 * np.pi * eps_r * const.epsilon_0 * a * 1e-9)
coupling = coulomb_J / (const.k * temperature)
assert abs(coupling / (a**2 / (3 * lam**2)) - 1) < 1e-6
coulomb_length = coupling * a

# Linear cloud around one vacancy: region of negative density.
def linear_density(r):
    return n * (1 - coulomb_length / r * np.exp(-r / lam))


def linear_screened(r):
    return 1 - (1 + r / lam) * np.exp(-r / lam)


r_negative = brentq(linear_density, lam, 10 * lam)
assert linear_density(0.5 * r_negative) < 0
for radius in (lam, r_negative, 20 * lam):
    hole = quad(lambda r: 4 * np.pi * r**2 * (n - linear_density(r)),
                1e-9, radius)[0]
    assert abs(hole - linear_screened(radius)) < 1e-5
half_linear = brentq(lambda r: linear_screened(r) - 0.5, 0.1 * lam, 9 * lam)

# Nonlinear mean-field cloud around one vacancy.
point_source = z * e_over_eps0 / (4 * np.pi * eps_r)
u = solve_poisson(grid, point_source, True)
missing = np.ones_like(grid)
missing[1:] = 1 - np.exp(-z * u[1:] / (grid[1:] * Vt))
screened = cumulative_trapezoid(4 * np.pi * grid**2 * n * missing,
                                grid, initial=0)
assert abs(screened[-1] - 1) < 2e-3
half_nonlinear = np.interp(0.5, screened, grid)
half_bound = a / 2 ** (1 / 3)
assert half_linear < half_bound < half_nonlinear
nonlinear_at_lam = np.interp(lam, grid, screened)
assert linear_screened(lam) > 10 * in_sphere
assert nonlinear_at_lam < 1.01 * in_sphere

# Gate field driving vacancies away from a plane.
field = gate_V / film_nm
width = field / source
drop = field * width / 2 + Vt / z
strong = solve_poisson(grid, drop, False)
h = grid[1] - grid[0]
surface_field = (3 * strong[0] - 4 * strong[1] + strong[2]) / (2 * h)
assert abs(surface_field / field - 1) < 2e-3

# Lattice limits: idealized fluorite, simple cubic oxygen sublattice.
sites = sites_cm3 * 1e-21
site_spacing = sites ** (-1 / 3)
saturation_V = brentq(lambda v: n * np.exp(z * v / Vt) - sites, 0, 1)
cell = 2 * site_spacing
cations = cell * np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
oxygen = cell * np.array([.25, .25, .25])
pair_nm = np.min(np.linalg.norm(cations - oxygen, axis=1))
pair_eV = z * e_over_eps0 / (4 * np.pi * eps_r * pair_nm)

# Hopping: mean-square distance grows as hops times spacing squared.
hops = 50
axes = rng.integers(0, 3, (20000, hops))
signs = rng.choice([-1, 1], (20000, hops))
square = sum(np.sum(signs * (axes == k), axis=1)**2 for k in range(3))
assert abs(square.mean() / hops - 1) < 0.04
rates = [attempt_rate * np.exp(-b / Vt) for b in barriers_eV]
times = [(a / site_spacing)**2 / rate for rate in rates]


def show(label, value, unit="", fmt=".3g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("INPUTS")
show("vacancy density", n_cm3, "cm^-3")
show("vacancy charge number", z)
show("temperature", temperature, "K")
show("relative permittivity", eps_r)
show("film thickness", film_nm, "nm")
show("voltage across film", gate_V, "V")
show("oxygen-site density (rough)", sites_cm3, "cm^-3")
print("DEBYE LENGTH")
show("kT/e", Vt * 1e3, "mV", ".2f")
show("kT/(ze)", Vt / z * 1e3, "mV", ".2f")
show("Debye length, formula", lam, "nm", ".4f")
show("decay length, numerical solution", decay_nm, "nm", ".4f")
print("COUNTING AND COUPLING")
show("oxygen-site spacing", site_spacing, "nm")
show("vacancy spacing n^(-1/3)", spacing, "nm")
show("one-vacancy sphere radius a", a, "nm")
show("mean nearest neighbour, random", mean_neighbour, "nm")
show("same, from random points", nearest.mean(), "nm")
show("vacancies per Debye sphere", in_sphere, "", ".4f")
show("Coulomb length L", coulomb_length, "nm")
show("coupling L/a", coupling)
print("CLOUD AROUND ONE VACANCY")
show("linear density negative out to", r_negative, "nm")
show("screened inside that radius, linear", 100 * linear_screened(r_negative), "%")
show("screened inside Debye length, linear", 100 * linear_screened(lam), "%")
show("largest allowed there", 100 * in_sphere, "%")
show("half-screening radius, linear", half_linear, "nm")
show("smallest allowed half radius", half_bound, "nm")
show("half radius, nonlinear mean field", half_nonlinear, "nm")
print("GATE FIELD")
show("field", field * 10, "MV/cm")
show("depletion width", width, "nm")
show("potential drop, nonlinear", drop, "V")
show("potential drop, linear", field * lam, "V")
print("NEGLECTED EFFECTS")
show("vacancy share of oxygen sites", 100 * n / sites, "%")
show("potential depth filling all sites", saturation_V * 1e3, "mV")
show("nearest cation distance", pair_nm, "nm")
show("binding to charge -e there (rough)", pair_eV, "eV")
show("same binding over kT", pair_eV / Vt)
show("Debye length with mobile electrons", lam_electrons, "nm")
show("electronic permittivity (rough)", eps_electronic)
show("Debye length with it", debye_nm(temperature, eps_electronic), "nm")
show("higher temperature of use", hot_K, "K")
show("Debye length there", debye_nm(hot_K, eps_r), "nm")
show("attempt rate (rough)", attempt_rate, "1/s")
for barrier, rate, time in zip(barriers_eV, rates, times):
    show(f"hop rate, barrier {barrier} eV", rate, "1/s")
    show(f"time to diffuse a, barrier {barrier} eV", time, "s")
print("done: every assertion held")
```

Printed output:

```
INPUTS
vacancy density: 1e+20 cm^-3
vacancy charge number: 2
temperature: 300 K
relative permittivity: 22
film thickness: 3 nm
voltage across film: 1 V
oxygen-site density (rough): 5.5e+22 cm^-3
DEBYE LENGTH
kT/e: 25.85 mV
kT/(ze): 12.93 mV
Debye length, formula: 0.2803 nm
decay length, numerical solution: 0.2803 nm
COUNTING AND COUPLING
oxygen-site spacing: 0.263 nm
vacancy spacing n^(-1/3): 2.15 nm
one-vacancy sphere radius a: 1.34 nm
mean nearest neighbour, random: 1.19 nm
same, from random points: 1.19 nm
vacancies per Debye sphere: 0.0092
Coulomb length L: 10.1 nm
coupling L/a: 7.58
CLOUD AROUND ONE VACANCY
linear density negative out to: 0.735 nm
screened inside that radius, linear: 73.7 %
screened inside Debye length, linear: 26.4 %
largest allowed there: 0.923 %
half-screening radius, linear: 0.47 nm
smallest allowed half radius: 1.06 nm
half radius, nonlinear mean field: 1.11 nm
GATE FIELD
field: 3.33 MV/cm
depletion width: 2.03 nm
potential drop, nonlinear: 0.351 V
potential drop, linear: 0.0934 V
NEGLECTED EFFECTS
vacancy share of oxygen sites: 0.182 %
potential depth filling all sites: 81.6 mV
nearest cation distance: 0.228 nm
binding to charge -e there (rough): 0.575 eV
same binding over kT: 22.2
Debye length with mobile electrons: 0.229 nm
electronic permittivity (rough): 4.5
Debye length with it: 0.127 nm
higher temperature of use: 400 K
Debye length there: 0.324 nm
attempt rate (rough): 1e+13 1/s
hop rate, barrier 0.7 eV: 17.4 1/s
time to diffuse a, barrier 0.7 eV: 1.48 s
hop rate, barrier 1.0 eV: 0.000159 1/s
time to diffuse a, barrier 1.0 eV: 1.63e+05 s
done: every assertion held
```
